# Diamagnetic shift of a hydrogenic donor ground state in a weak field, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the field to the energy shift

Q: You want to treat a donor in a magnetic field as a hydrogen atom. A donor sits in a crystal with some $10^{22}$ other atoms per cubic centimetre. What have you assumed before writing a single equation?

A: I assume that one extra electron moves near the minimum of a single conduction band, and that the crystal enters through two numbers. The first is an effective mass $m$, the same in all directions. The second is a permittivity $\varepsilon=\varepsilon_r\varepsilon_0$, which weakens the attraction to the donor ion. The ion is a fixed point charge $+e$, and the electron has charge $-e$ with $e>0$. This is reasonable if the orbit is much larger than the spacing of the atoms. Real silicon violates parts of it, and I shall put numbers on that once there is a result to correct. Energies are measured from the band edge at zero field. Spin is left out for now, since in this model it only adds a separate energy.

Q: Then write down the Hamiltonian, and show me where the field enters.

A: For charge $-e$, the momentum $\mathbf p=-i\hbar\nabla$ is replaced by $\mathbf p+e\mathbf A$, where $\nabla\times\mathbf A=\mathbf B$. So

$$H=\frac{(\mathbf p+e\mathbf A)^2}{2m}-\frac{e^2}{4\pi\varepsilon r}.$$

I take $\mathbf B$ along $z$ and choose $\mathbf A=\tfrac B2(-y,x,0)$. Its curl has the $z$ component $\partial_xA_y-\partial_yA_x=\tfrac B2+\tfrac B2=B$, as required. Expanding the square with the order of operators kept gives

$$(\mathbf p+e\mathbf A)^2=p^2+e(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)+e^2A^2.$$

Acting on any function $\psi$, $\mathbf p\cdot(\mathbf A\psi)=-i\hbar(\nabla\cdot\mathbf A)\psi+\mathbf A\cdot\mathbf p\,\psi$. Here $\nabla\cdot\mathbf A=0$, because $A_x$ does not depend on $x$ and $A_y$ does not depend on $y$. The two middle terms are therefore equal, and their sum is

$$2e\,\mathbf A\cdot\mathbf p=eB(xp_y-yp_x)=eB\,L_z.$$

The last term is $e^2A^2=\tfrac14e^2B^2(x^2+y^2)$. After division by $2m$, and with the cyclotron frequency $\omega_c=eB/m$,

$$H=\frac{p^2}{2m}-\frac{e^2}{4\pi\varepsilon r}+\frac{\omega_c}{2}L_z+\frac{e^2B^2}{8m}(x^2+y^2).$$

The third term is linear in the field. The fourth is quadratic and never negative. It acts as a soft wall that presses the electron towards the axis through the donor.

Q: "Weak field" means nothing until you say weak compared with what.

A: The donor supplies the scales. Define the effective Bohr radius and the effective Rydberg by

$$a=\frac{4\pi\varepsilon\hbar^2}{me^2},\qquad R=\frac{\hbar^2}{2ma^2}.$$

Measure lengths in $a$ and energies in $R$. The kinetic term becomes $-\frac{\hbar^2}{2ma^2}\nabla^2=-R\nabla^2$. For the attraction, the definition of $a$ gives $e^2/(4\pi\varepsilon)=\hbar^2/(ma)$. The potential at distance $ar$ is then $-\hbar^2/(ma^2r)=-2R/r$.

For the field, compare half the cyclotron energy with $R$:

$$\gamma=\frac{\hbar\omega_c/2}{R}.$$

The linear term is $\frac{\omega_c}2L_z=\gamma R\,L_z/\hbar$. The quadratic term has the coefficient

$$\frac{e^2B^2a^2}{8m}=\frac{m\omega_c^2a^2}{8}=\frac{\hbar^2\omega_c^2}{16R}=\frac{(2\gamma R)^2}{16R}=\frac{\gamma^2}{4}R.$$

The first equality uses $eB=m\omega_c$, the second uses $a^2=\hbar^2/(2mR)$, and the third uses $\hbar\omega_c=2\gamma R$. In scaled units,

$$H=-\nabla^2-\frac2r+\gamma\frac{L_z}{\hbar}+\frac{\gamma^2}{4}(x^2+y^2).$$

Weak field means $\gamma\ll1$. There is also a geometric reading. Inserting $R=\hbar^2/(2ma^2)$ gives

$$\gamma=\frac{\hbar eB}{2m}\,\frac{2ma^2}{\hbar^2}=\frac{eBa^2}{\hbar}.$$

So $\gamma$ is the square of the ratio of $a$ to the magnetic length $\sqrt{\hbar/(eB)}$. In a weak field the donor orbit is small compared with that length.

Q: Before you perturb the ground state, convince me that you have it. I accept that $e^{-r}$ may be an eigenfunction, but why the lowest?

A: First the eigenvalue. For a function of $r$ alone, $\nabla^2f=f''+2f'/r$. Hence $\nabla^2e^{-r}=(1-2/r)e^{-r}$, and with $H_0=-\nabla^2-2/r$,

$$H_0e^{-r}=\left(-1+\frac2r-\frac2r\right)e^{-r}=-e^{-r}.$$

The energy is $-1$, that is, $-R$. To see that nothing lies lower, take any normalized $\psi$ and the radial unit vector $\hat{\mathbf r}$. The integral of a squared modulus cannot be negative:

$$0\le\int|\nabla\psi+\hat{\mathbf r}\psi|^2d^3r=\int\left(|\nabla\psi|^2+|\psi|^2+\hat{\mathbf r}\cdot\nabla|\psi|^2\right)d^3r.$$

Integrate the last term by parts. Since $\nabla\cdot\hat{\mathbf r}=2/r$, it becomes $-\int(2/r)|\psi|^2d^3r$. The right side is then $\langle H_0\rangle+1$, so $\langle H_0\rangle\ge-1$. Equality requires $\nabla\psi=-\hat{\mathbf r}\psi$, whose solution is a constant times $e^{-r}$. The ground state is therefore unique. Normalization uses $4\pi\int_0^\infty r^2e^{-2r}dr=4\pi\cdot\tfrac{2!}{2^3}=\pi$, so

$$\psi_0=\frac{e^{-r}}{\sqrt\pi}.$$

Q: Now I object to the result you are heading for. There is a term linear in $B$. In a weak field, linear beats quadratic. Why should the shift not be proportional to $B$?

A: Because the linear term acts on the angular dependence of the state, and this state has none. In spherical angles $L_z=-i\hbar\,\partial/\partial\varphi$, and $\psi_0$ depends on $r$ alone, so $L_z\psi_0=0$.

Q: That removes it in first order. Could it not return in second order, through the excited states?

A: It cannot. The kinetic energy, the attraction and the quadratic term are all unchanged by rotation about $z$, and $L_z$ commutes with itself, so $L_z$ commutes with the whole of $H$. The state that grows out of $\psi_0$ as the field is turned on keeps the eigenvalue $L_z=0$. On that state the linear term gives zero at every strength of field. For a $p$ state with $L_z=\pm\hbar$ the same term would give $\pm\gamma R$, and your objection would hold.

Q: So the quadratic term is what remains. How do you get an energy from it?

A: Call it $V=\frac{\gamma^2}4(x^2+y^2)$ and expand the state and the energy in powers of $V$:

$$(H_0+V)(\psi_0+\psi_1+\dots)=(-1+E_1+\dots)(\psi_0+\psi_1+\dots).$$

The terms of first order are

$$(H_0+1)\psi_1=-(V-E_1)\psi_0.$$

Multiply by $\psi_0$ and integrate. The left side vanishes, because $H_0+1$ can be moved onto $\psi_0$, where it gives zero. This leaves $E_1=\langle V\rangle$, the average of $V$ in the unperturbed state. All I need is the mean of $x^2+y^2$. Radial averages in $\psi_0$ follow from $\int_0^\infty r^ke^{-2r}dr=k!/2^{k+1}$:

$$\langle r^n\rangle=4\int_0^\infty r^{n+2}e^{-2r}dr=\frac{(n+2)!}{2^{n+1}}.$$

For $n=2$ this is $24/8=3$. The state is spherical, so $x^2$, $y^2$ and $z^2$ share this equally and each averages to 1. Therefore $\langle x^2+y^2\rangle=2$, and

$$E_1=\frac{\gamma^2}4\cdot2=\frac{\gamma^2}{2}.$$

In effective Rydbergs, the shift is half the square of the ratio of half the cyclotron energy to the effective Rydberg.

Q: There are many halves in that sentence. Give me the formula in SI units, so that I can see whether they were all needed.

A: The coefficient found earlier was $e^2B^2a^2/(8m)=\gamma^2R/4$. Twice that is the shift:

$$\Delta E=\frac{\gamma^2}{2}R=\frac{e^2B^2a^2}{4m}.$$

If $\gamma$ were defined with the full cyclotron energy, the prefactor would be $1/8$ instead of $1/2$. The SI form does not depend on that choice. Inserting $a$ shows how the shift depends on the material:

$$\Delta E=\frac{(4\pi\varepsilon)^2\hbar^4B^2}{4m^3e^2}.$$

At fixed $\varepsilon$ and $B$, halving the mass makes the shift eight times larger. It also doubles $a$ and makes $\gamma=eBa^2/\hbar$ four times larger, so a light mass brings the limit of the weak-field formula closer.

Q: Why is it called diamagnetic?

A: The magnetic moment along the field is $-\partial E/\partial B$, which here is $-e^2Ba^2/(2m)$. It is proportional to the field and opposes it. The unperturbed state carries no orbital moment that could line up with the field, so this induced moment is the whole orbital response at this order.

Q: I can break your calculation. Take $\mathbf A=(0,Bx,0)$ instead. Its curl is the same $B$. The squared term is now $e^2B^2x^2/(2m)$, and its average is twice your answer.

A: Your average is right. In scaled units the coefficient $e^2B^2a^2/(2m)$ is four times $\gamma^2R/4$, so the squared term is $\gamma^2x^2$ and averages to $\gamma^2$. In this gauge, though, the linear term no longer gives zero on $\psi_0$. It is

$$\frac{e\,\mathbf A\cdot\mathbf p}{m}=\omega_c\,xp_y\quad\longrightarrow\quad W=2\gamma\,x(-i\partial_y),$$

where the arrow denotes scaling, with $\hbar\omega_c=2\gamma R$. Its average in $\psi_0$ vanishes, since the integrand is odd in $x$. Its second-order energy is also proportional to $\gamma^2$, so it must be included.

Q: Then include it. I expect a sum over all excited states.

A: The sum can be avoided. Since $L_z\psi_0=0$, we have $x\partial_y\psi_0=y\partial_x\psi_0$, and so

$$W\psi_0=-i\gamma(x\partial_y+y\partial_x)\psi_0.$$

Compare this with a commutator. The potential commutes with $xy$, and $\nabla^2(xy)=0$, so

$$[H_0,xy]=-2\nabla(xy)\cdot\nabla=-2(y\partial_x+x\partial_y).$$

Hence $W\psi_0=\frac{i\gamma}2[H_0,xy]\psi_0$. Because $H_0\psi_0=-\psi_0$, this equals $\frac{i\gamma}2(H_0+1)(xy\,\psi_0)$. The first-order equation $(H_0+1)\psi_1=-W\psi_0$ is then solved by

$$\psi_1=-\frac{i\gamma}{2}xy\,\psi_0.$$

For the energy, collect the second-order terms of the expansion for a perturbation $W$ with zero average: $(H_0+1)\psi_2=-W\psi_1+E_2\psi_0$. Multiplying by $\psi_0$ and integrating removes the left side again and gives $E_2=\langle\psi_0|W\psi_1\rangle=\langle W\psi_0|\psi_1\rangle$. The factor $\frac{i\gamma}2$ on the left is complex-conjugated, so the prefactor is $(-\frac{i\gamma}2)(-\frac{i\gamma}2)=-\frac{\gamma^2}4$:

$$E_2=-\frac{\gamma^2}{4}\int xy\,\psi_0\,[H_0,xy]\psi_0\,d^3r.$$

With $\partial_x\psi_0=-(x/r)\psi_0$ and likewise for $y$, $[H_0,xy]\psi_0=(4xy/r)\psi_0$. The integral is therefore $4\langle x^2y^2/r\rangle$.

Q: And that average?

A: Let $\mathbf n$ be the unit vector along $\mathbf r$. Averaging $1=(n_x^2+n_y^2+n_z^2)^2$ over directions gives $1=3\,\overline{n_x^4}+6\,\overline{n_x^2n_y^2}$. Since $\overline{n_x^4}=\int_0^1\mu^4d\mu=\frac15$, it follows that $\overline{n_x^2n_y^2}=\frac1{15}$. The moment formula gives $\langle r^3\rangle=120/16=\frac{15}2$. So $\langle x^2y^2/r\rangle=\frac12$, the integral is 2, and $E_2=-\frac{\gamma^2}2$. The total is

$$\gamma^2-\frac{\gamma^2}{2}=\frac{\gamma^2}{2},$$

as before. The correction $\psi_1$ has a simple meaning. Your potential differs from mine by $\nabla(Bxy/2)$, and such a change multiplies the wave function by the phase $e^{-ieBxy/(2\hbar)}$. In scaled lengths this is $e^{-i\gamma xy/2}$, and $\psi_1$ is its first-order part. In my gauge the whole shift at order $\gamma^2$ sits in the squared term. In yours it is divided between two terms, and neither has a separate physical meaning.

## Second half: the limits of the formula and a donor in silicon

Q: Restate what we have, so that I can attack the rest.

A: The electron has isotropic mass $m$ and moves in permittivity $\varepsilon$ about a fixed charge $+e$. The length unit is $a=4\pi\varepsilon\hbar^2/(me^2)$, and the energy unit is $R=\hbar^2/(2ma^2)$. The field strength is measured by $\gamma=(\hbar\omega_c/2)/R$ with $\omega_c=eB/m$. In scaled units the ground state is $\psi_0=e^{-r}/\sqrt\pi$ with energy $-1$, and its moments are $\langle r^n\rangle=(n+2)!/2^{n+1}$. The field acts on it through $V=\frac{\gamma^2}4(x^2+y^2)$, which in first order raises the energy by $E_1=\gamma^2/2$, or $e^2B^2a^2/(4m)$ in SI units.

Q: You say $\gamma\ll1$. Is $0.1$ small enough? Is $0.5$?

A: The next term of the expansion answers that. The second-order part of the perturbation equations is $(H_0+1)\psi_2=-(V-E_1)\psi_1+E_2\psi_0$. Multiplying by $\psi_0$ and integrating gives $E_2=\langle\psi_0|(V-E_1)\psi_1\rangle$. So I need $\psi_1$, and I look for it in the form $F\psi_0$. Since $\nabla\psi_0=-\hat{\mathbf r}\psi_0$ and $(H_0+1)\psi_0=0$,

$$(H_0+1)(F\psi_0)=\left(-\nabla^2F+2\,\partial_rF\right)\psi_0.$$

Next, split $V$ by its angular dependence. With $P_2=\frac12(3\cos^2\theta-1)$ we have $\sin^2\theta=\frac23(1-P_2)$, so $V=\frac{\gamma^2}6r^2(1-P_2)$. The first-order equation becomes

$$-\nabla^2F+2\,\partial_rF=-\frac{\gamma^2}{6}(r^2-3)+\frac{\gamma^2}{6}r^2P_2.$$

To leading order in a weak field, the donor ground state rises by $\Delta E=\frac{\gamma^2}{2}R=\frac{e^2B^2a^2}{4m}$, in either gauge. It remains to solve the equation for $F$, which gives the next term and so shows how small $\gamma$ must be, and then to test the formula on a donor in silicon.
